# Why Ballistic Contact Resistivity Ignores Mass but Falls with Valley Number

Consider a flat, wide contact between a metal and a semiconductor at zero temperature. The semiconductor has carrier density $n$, shared equally by $g$ identical, isotropic, parabolic valleys of effective mass $m$. No barrier or scatterer hinders the carriers, the metal can accept all that arrive, and the applied voltage is small. What can the conductance per area $G/A$ depend on?

The charge $e$ enters twice: once because current counts charge, and once because a voltage $V$ shifts energies by $eV$. The remaining factor, $G/(Ae^2)$, has the dimension of 1/(action × area), or $\mathrm{kg^{-1}\,m^{-4}\,s}$. For one valley it must be built from $\hbar$, $m$ and $n$. Let it be proportional to $\hbar^a m^b n^c$. Matching seconds gives $a=-1$. Matching kilograms gives $a+b=-1$, so $b=0$. Matching metres gives $2a-3c=-4$, so $c=2/3$. Hence

$$\frac{G}{A}\propto\frac{e^2}{\hbar}\,n^{2/3}\qquad(g=1).$$

The mass has dropped out because $\hbar$ and $m$ alone cannot form a length. The only length available is the carrier spacing $n^{-1/3}$.

The valleys conduct in parallel, and each holds a density $n/g$. Therefore

$$\frac{G}{A}\propto g\,\frac{e^2}{\hbar}\left(\frac ng\right)^{2/3}=\frac{e^2}{\hbar}\,g^{1/3}n^{2/3}.$$

The contact resistivity $\rho=A/G$ then varies as $g^{-1/3}n^{-2/3}$. The argument leaves one number undetermined. It also shows how the result can fail: a temperature, a barrier or a fixed Fermi energy supplies another scale, and with it the mass can return.

## Counting the conducting modes

Let $x$ point from the semiconductor to the metal. Carriers moving towards the metal come from a semiconductor reservoir filled to $E_F+eV$, and those moving back come from the metal, filled to $E_F$. Here $E_F$ is measured from the band edge, and $e$ is the magnitude of the carrier charge. Below $E_F$ the two streams cancel, so the net current comes from the energy window of width $eV$.

Fix the transverse wavevector $\mathbf k_\parallel$, measured from the valley centre. This defines one mode. Its velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, and with two spins its current is

$$I_1=2e\int\frac{dk_x}{2\pi}\,v_x=\frac{2e}{2\pi\hbar}\int_{E_F}^{E_F+eV}dE=\frac{2e^2}{h}V.$$

The velocity cancels against the one-dimensional density of states. A slow mode has more states in the window, but each delivers its charge more slowly.

A mode can carry current at $E_F$ if its transverse energy does not exceed $E_F$, which means $k_\parallel\le k_F$. These wavevectors fill a disk of area $\pi k_F^2$, the shadow of the Fermi sphere on the contact plane. Transverse states have density $A/(2\pi)^2$ in wavevector space, so each valley has $k_F^2/(4\pi)$ modes per area and spin. Thus

$$\frac GA=\frac{2e^2}{h}\,\frac{g k_F^2}{4\pi}.$$

The density fixes the radius of the sphere. With two spins and $g$ valleys,

$$n=\frac{2g}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{g k_F^3}{3\pi^2},
\qquad k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3}.$$

Since $g\,k_F^2=g^{1/3}(3\pi^2n)^{2/3}$, the resistivity is

$$\rho_{\min}=\frac{h}{2e^2}\,\frac{4\pi}{g^{1/3}(3\pi^2n)^{2/3}}.$$

If mode $j$ is transmitted with probability $T_j$, its current is multiplied by $T_j\le1$. Imperfect transmission can therefore only raise the resistivity above this value, which is why it is a lower limit within the model.

## Why mass cancels and valleys help

The same conductance can be written in terms of carriers striking a surface. The density of states at $E_F$, for both spins and all valleys, is

$$D=\frac{dn}{dE}=\frac{g k_F^2}{\pi^2}\frac{dk}{dE}=\frac{g m k_F}{\pi^2\hbar^2},$$

because $dE/dk=\hbar^2k/m$. The Fermi velocity is $v_F=\hbar k_F/m$. Half the carriers move towards the contact, and their mean normal velocity is $v_F/2$, since the average of $\cos\theta$ over a hemisphere is $1/2$. A window $eV$ thus delivers the particle flux $D\,eV\,v_F/4$, so

$$\frac GA=\frac{e^2Dv_F}{4}=\frac{e^2}{4}\,\frac{g m k_F}{\pi^2\hbar^2}\,\frac{\hbar k_F}{m}=\frac{e^2gk_F^2}{4\pi^2\hbar}.$$

With $h=2\pi\hbar$ this is the mode-counting result. Doubling the mass at fixed density doubles the number of states per energy and halves their velocity.

The valley effect is geometric. The density fixes the total volume of the Fermi spheres, while the conductance measures the total area of their shadows. Dividing one sphere into $g$ equal spheres reduces each radius by $g^{-1/3}$ and each shadow by $g^{-2/3}$. There are $g$ shadows, so their total area grows as $g^{1/3}$.

Fixed density is essential to both statements. If $E_F$ were fixed instead, then $k_F^2=2mE_F/\hbar^2$ and $G/A\propto gm$. The resistivity would fall as $1/(gm)$, because a larger mass or more valleys would then bring in more carriers.

## Numbers for a heavily doped contact

Take $n=2\times10^{20}\ \mathrm{cm^{-3}}$ and six valleys, roughly the regime of a heavily doped n-type silicon source or drain. The rough longitudinal and transverse masses are $m_l=0.92$ and $m_t=0.19$ electron masses. The isotropic model uses $m_d=(m_lm_t^2)^{1/3}=0.321$, which preserves the density of states.

The density gives $k_F=0.996\ \mathrm{nm^{-1}}$ and $E_F=0.1175$ eV. There are $6k_F^2/(4\pi)=0.473$ modes per $\mathrm{nm^2}$, or $4.73\times10^{13}$ per $\mathrm{cm^2}$. Therefore

$$\rho_{\min}=\frac{12906\ \Omega}{4.73\times10^{13}\ \mathrm{cm^{-2}}}
=2.73\times10^{-10}\ \Omega\,\mathrm{cm^2}.$$

One valley holding the same density would have a larger sphere, with $k_F=1.809\ \mathrm{nm^{-1}}$. The total shadow area would nevertheless be smaller, $10.28$ instead of $18.69\ \mathrm{nm^{-2}}$, and the limit would be $4.96\times10^{-10}\ \Omega\,\mathrm{cm^2}$. The ratio is $6^{1/3}=1.817$.

For six valleys, doubling the mass from $m_d$ raises $D$ from $2.55\times10^{21}$ to $5.11\times10^{21}\ \mathrm{eV^{-1}cm^{-3}}$ and lowers $v_F$ from $3.59\times10^7$ to $1.79\times10^7$ cm/s. The conductance stays at $3.67\times10^9\ \mathrm{S/cm^2}$.

A separate test integrated the incident current from the group velocities at 10 K and differentiated it with respect to chemical potential, at this density. Going from one valley to six gave the exponent $-0.3333$ in $g$. Doubling the mass gave the exponent $0.0002$ in $m$. This small remainder is the size of the thermal correction derived next.

## Temperature brings the mass back

Write $q(E)=k^2$ for an isotropic band in which energy rises with $k$, and set $q=0$ below the band edge. At temperature $T$, both density and conductance are averages over the thermal window,

$$\langle X\rangle=\int X(E)\left(-\frac{\partial f}{\partial E}\right)dE,$$

where $f$ is the Fermi function. Modes at each energy contribute in proportion to this window. For the density, integrating $\int D f\,dE$ by parts gives the same weight. Hence

$$\frac GA=\frac{2e^2}{h}\frac{g\langle q\rangle}{4\pi},\qquad
n=\frac{g\langle q^{3/2}\rangle}{3\pi^2}.$$

Fixed density means $\langle q^{3/2}\rangle=k_F^3$. The function $q^{3/2}$ is convex and the weight integrates to one, so $\langle q\rangle^{3/2}\le\langle q^{3/2}\rangle$. Thus $\langle q\rangle\le k_F^2$, and heating at fixed density cannot take an isotropic contact below $\rho_{\min}$.

To find the leading correction, expand about the chemical potential $\mu$. The window has variance $\pi^2(k_BT)^2/3$, so $\langle X\rangle\simeq X+cX''$ with $c=\pi^2(k_BT)^2/6$. Primes denote energy derivatives at $\mu$. The density condition becomes

$$q^{3/2}+c\left(\tfrac32q^{1/2}q''+\tfrac34q^{-1/2}q'^2\right)=k_F^3.$$

Taking the power $2/3$ multiplies the small term by $\tfrac23q^{-1/2}$:

$$q+c\left(q''+\frac{q'^2}{2q}\right)=k_F^2.$$

The conductance contains $\langle q\rangle=q+cq''=k_F^2-cq'^2/(2q)$. To leading order,

$$\frac{\rho}{\rho_{\min}}=1+\frac{\pi^2}{12}\left(k_BT\,\frac{q'}{q}\right)^2.$$

For a parabolic band $q\propto E$, so $q'/q=1/E_F$. At fixed density $E_F\propto1/m$, and the correction grows as $m^2$. It also grows with $g$, because $E_F\propto g^{-2/3}$. Adding valleys therefore gradually removes the degeneracy on which the $g^{-1/3}$ law rests.

In the example $E_F/k_BT=4.545$ at 300 K. The leading term gives $1.040$, and the full integral gives $1.042$. At 400 K the full ratio is $1.074$. Between one and six valleys at this density and mass, the effective exponent in $g$ is about $-0.31$ at 300 K and $-0.30$ at 400 K, instead of $-1/3$.

Zero-temperature nonparabolicity changes nothing at fixed density, since only $k_F$ enters. Its thermal effect can be estimated from $q\propto E(1+\alpha E)$ with the rough value $\alpha=0.5\ \mathrm{eV^{-1}}$. The Fermi energy then falls to about $0.111$ eV. Compared with the parabolic band, $q'/q$ is multiplied by $1+2\alpha E=1.11$, and the leading correction at 300 K becomes $0.040\times1.11^2=0.049$. The full integral gives $0.052$.

The opposite limit is a dilute semiconductor, where velocities are Maxwellian. The incident flux is

$$n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=n\sqrt{\frac{k_BT}{2\pi m}}.$$

Raising the chemical potential by a small $eV$ increases this flux by the fraction $eV/k_BT$. Multiplying by $e$ and dividing by $V$ gives

$$\frac GA=\frac{e^2n}{\sqrt{2\pi mk_BT}},\qquad
\rho=\frac{\sqrt{2\pi mk_BT}}{e^2n}.$$

Now the velocity depends on $m$ and $T$, not on how densely the states are filled. Mass matters, and dividing the carriers among valleys has no effect. At $10^{15}\ \mathrm{cm^{-3}}$ and 300 K, the current integral gave a resistivity ratio of $2.000$ for a fourfold mass and $1.000$ for six valleys instead of one.

## Ellipsoidal valleys

An ellipsoid has semiaxes $k_i=\sqrt{2m_iE_F}/\hbar$. Its volume equals that of a sphere with $k_d^3=k_lk_t^2$, which corresponds to the mass $m_d$. Its shadow, however, depends on direction.

Suppose six valleys lie in pairs along the cube axes and current flows along one axis. Two valleys have their long axis along the current and shadows $\pi k_t^2$. The other four have shadows $\pi k_tk_l$. Relative to six spheres of equal volume, the number of modes changes by

$$\frac{2k_t^2+4k_tk_l}{6k_d^2}
=\frac{m_t+2\sqrt{m_tm_l}}{3m_d}=1.064.$$

The limit falls to $2.56\times10^{-10}\ \Omega\,\mathrm{cm^2}$. Thus $\rho_{\min}$ bounds the isotropic model, not every band shape. Multiplying all masses by a common factor still leaves the result unchanged, because the ratio contains only mass ratios.

## Which voltage is meant

The formula uses the voltage between two reservoirs. A different value follows if contact resistance is found by measuring films of various lengths and extrapolating to zero length.

Let carriers in the film scatter isotropically with mean free path $\ell$. Diffusion gives a conductivity $e^2Dv_F\ell/3$, since the mean of $v_x^2$ is $v_F^2/3$ and the scattering time is $\ell/v_F$. A length $L$ therefore contributes $3L/(e^2Dv_F\ell)$ to the resistance times area. As $\rho_{\min}=4/(e^2Dv_F)$, this equals $\tfrac34(L/\ell)\rho_{\min}$.

Near an ideal contact, carriers arriving from the metal and from the film have different occupations. The straight potential profile deep in the film consequently reaches the metal's level a distance $q_M\ell$ beyond the interface. With two contacts, a long film has

$$\rho_{\rm film}=\frac34\left(\frac L\ell+2q_M\right)\rho_{\min}.$$

The number $q_M$ requires solving the transport equation near the surface. A numerical solution for films 10 and 20 mean free paths long gave an intercept of $1.065\,\rho_{\min}$, within discretization error of the value $\tfrac32q_M=1.066$ that follows from the Milne constant $q_M=0.7104$. Each contact thus receives $0.533\,\rho_{\min}$. The numerical prefactor depends on this convention, but the dependence on $n$, $g$ and $m$ does not.

## Beside a real contact

The chosen density, six valleys and masses are rough but typical of heavily doped n-type silicon. The best reported silicon contacts have resistivities of roughly $10^{-9}\ \Omega\,\mathrm{cm^2}$, several times the ideal value at the density used here. The assumption that real contacts most clearly break is perfect transmission. To estimate its importance, take a Schottky barrier of $\phi_B=0.5$ eV, a rough value for a metal on n-type silicon, and a relative permittivity of about $12$ (the program uses $11.7$). Ionized dopants of density $n$ bend the band by $\phi_B+E_F\approx0.62$ eV over a depletion width

$$w=\sqrt{\frac{2\varepsilon(\phi_B+E_F)}{e^2n}}=2.0\ \mathrm{nm}.$$

At distance $x$ from the metal the barrier is $U=(\phi_B+E_F)(1-x/w)^2$. For normal energy $E_x$, the leading exponential estimate of transmission is

$$T(E_x)\simeq\exp\left[-\frac2\hbar\int_{U>E_x}\sqrt{2m(U-E_x)}\,dx\right].$$

Equal areas of the Fermi disk correspond to equal intervals of transverse energy, so the mode average is $\bar T=E_F^{-1}\int_0^{E_F}T\,dE_x$. It is about $0.031$, giving $\rho=\rho_{\min}/\bar T\approx9\times10^{-9}\ \Omega\,\mathrm{cm^2}$. In this estimate the barrier raises the limit about thirtyfold. Doubling the mass at fixed density and barrier height gives about $4\times10^{-8}\ \Omega\,\mathrm{cm^2}$. The mass has returned through the tunnelling exponent. These values are rough and probably too high. The largest single omission may be the image potential $-e^2/(16\pi\varepsilon x)$. For mass $m_d$ it brings the barrier top from $0.5$ to about $0.23$ eV above the Fermi energy, and the same exponential estimate then gives about $3.5\times10^{-9}\ \Omega\,\mathrm{cm^2}$, roughly thirteen times the ideal limit. The other omissions do not all act in the same direction. Relative to the estimate without the image potential, mass anisotropy roughly halves the resistivity, because four of the six valleys tunnel with $m_t$ rather than $m_d$. The prefactor lowers it by a factor of about $0.5$ to $0.7$, depending on the model of the metal, and thermal excitation at 300 K by about $0.87$. The carriers remaining in the depletion layer widen the barrier and raise it by about $1.45$. The mean dopant spacing, $n^{-1/3}=1.7$ nm, is close to $w$, so a smooth depletion layer is itself an idealization.

Contact size matters less here. For a rough contact length of 15 nm, the ideal limit is $1.8\ \Omega\,\mu\mathrm m$. A current of 1 mA/µm then drops 1.8 mV, or $1.5\%$ of $E_F/e$, so the small-voltage assumption is sound. With the barrier the drop would be about 59 mV without the image potential and 23 mV with it. These are half and one fifth of $E_F/e$, so a linear calculation becomes rough.

The finite length can also remove modes. In a slot of width $W=15$ nm with hard walls, one transverse wavevector is restricted to $\pi j/W$. At the same Fermi energy, the modes per area are

$$\frac1{\pi W}\sum_{j=1}^{4}\sqrt{k_F^2-(\pi j/W)^2},$$

where four values of $j$ fit below $k_F$. This is $0.857$ of the wide-contact value, so at fixed Fermi energy the resistivity would rise by about $17\%$. Hard walls also remove states, however. If the slot holds the same mean density as the wide contact, its Fermi energy must be higher, and the rise is only about $3\%$. A fifth value of $j$ then just fits, so this figure is sensitive to the width: it ranges from about $1\%$ to $5\%$ for widths between 14 and 16 nm. A real contact need not have hard walls at its edges, so these numbers only indicate the scale.

More valleys therefore lower the contact limit as $g^{-1/3}$ when density is held fixed, the valleys are equally filled and degenerate, and transmission is perfect. With a barrier, the exponent $-1/3$ is no longer guaranteed, because the average transmission depends on $E_F$, which falls as valleys are added at fixed density and mass. A change of material that adds valleys may also change the tunnelling mass or barrier height. In the estimate without the image potential, doubling the mass raises the resistivity more than fourfold, which outweighs the ideal gain of $1.8$ from having six valleys instead of one. The numerical output below lists the values for the ideal limit and for the barrier without the image potential.

## Numbers as computed

```
Density n: 2.00e+20 cm^-3; valleys g: 6
Rough masses m_l, m_t: 0.92, 0.19 m_e
Isotropic model mass m_d: 0.3214 m_e
Resistance quantum h/(2e^2): 12906.40 ohm
g=1: k_F = 1.8092 nm^-1
g=1: E_F = 0.3880 eV
g=1: disk area, one valley = 10.283 nm^-2
g=1: disk area, all valleys = 10.283 nm^-2
g=1: modes per area = 0.2605 nm^-2
g=1: rho_min = 4.955e-10 ohm cm^2
g=6: k_F = 0.9956 nm^-1
g=6: E_F = 0.1175 eV
g=6: disk area, one valley = 3.114 nm^-2
g=6: disk area, all valleys = 18.685 nm^-2
g=6: modes per area = 0.4733 nm^-2
g=6: rho_min = 2.727e-10 ohm cm^2
rho_min(g=1)/rho_min(g=6): 1.8171
Exponent in g from current integral, 10 K: -0.3333
Exponent in mass from the same, 10 K: 0.0002
m=0.3214 m_e: D = 2.553e+21 eV^-1 cm^-3
m=0.3214 m_e: v_F = 3.586e+07 cm/s
m=0.3214 m_e: G/A = 3.667e+09 S/cm^2
m=0.6429 m_e: D = 5.107e+21 eV^-1 cm^-3
m=0.6429 m_e: v_F = 1.793e+07 cm/s
m=0.6429 m_e: G/A = 3.667e+09 S/cm^2
Dilute case n: 1.0e+15 cm^-3, 300 K
Dilute rho ratio, mass x4: 1.9997
Dilute rho ratio, valleys x6: 0.9998
E_F/kT at 300 K: 4.545
300 K: rho/rho_min = 1.0424; leading term 1.0398
400 K: rho/rho_min = 1.0739; leading term 1.0708
Nonparabolicity alpha: 0.5 eV^-1 (rough)
Nonparabolic rho/rho_min at 10 K: 1.0001
Nonparabolic rho/rho_min at 300 K: 1.0521
Anisotropy: mode count factor 1.0642
Anisotropic limit: 2.562e-10 ohm cm^2
Milne constant q: 0.7104
Film slope per mean free path: 0.7495 rho_min
Film intercept, two contacts: 1.0654 rho_min
Film intercept, one contact: 0.5327 rho_min
Contact length: 15 nm
Current per width: 1.0 mA/um
Limit per width: 1.818 ohm um
Current density: 6.667e+06 A/cm^2
Voltage drop: 1.818 mV; over E_F: 0.0155
Hard-wall slot, mode ratio at same E_F: 0.8573
Barrier: 0.5 eV; relative permittivity: 11.7 (rough)
m_d: depletion 2.00 nm; mean WKB T 3.10e-02
m_d: rho with barrier ~ 8.8e-09 ohm cm^2
2 m_d: depletion 1.90 nm; mean WKB T 6.90e-03
2 m_d: rho with barrier ~ 4.0e-08 ohm cm^2
```
